# Eshelby twist of a triangular nanowire with a central screw dislocation: test program

```python
# Result under test: an axial screw dislocation (Burgers vector b) at the centroid
# of an equilateral triangular wire of area A twists it by (10/9) b/A per length;
# a circular wire with a central dislocation twists by b/A.
# Symbols: side a, height h; phi = torsion function (Laplacian -2, zero on the
# boundary); J = 2*integral(phi) = torsion constant; twist = b*phi(position)/J.
# Origin at the centroid, one vertex on the positive x axis.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.special import beta, hyp2f1


def torsion_function(x, y, h):
    d1 = x + h / 3
    d2 = h / 3 - x / 2 + np.sqrt(3) * y / 2
    d3 = h / 3 - x / 2 - np.sqrt(3) * y / 2
    return 2 * d1 * d2 * d3 / h


# --- Torsion of the triangle from its displacement field, symbolically ---
X, Y = sp.symbols("x y", real=True)
H = sp.symbols("h", positive=True)
warp = (Y**3 - 3 * X**2 * Y) / (2 * H)
gx = sp.diff(warp, X) - Y
gy = sp.diff(warp, Y) + X
assert sp.simplify(sp.diff(gx, X) + sp.diff(gy, Y)) == 0
assert sp.simplify(gx.subs(X, -H / 3)) == 0
edge = (2 * H / 3 - X) / sp.sqrt(3)
for sign in (1, -1):
    traction = (gx / 2 + sign * sp.sqrt(3) * gy / 2).subs(Y, sign * edge)
    assert sp.simplify(traction) == 0
inner = sp.integrate(sp.expand(X * gy - Y * gx), (Y, -edge, edge))
J_symbolic = sp.integrate(sp.expand(inner), (X, -H / 3, 2 * H / 3))
area_symbolic = H**2 / sp.sqrt(3)
assert sp.simplify(J_symbolic - H**2 * area_symbolic / 15) == 0

# --- Circle: torque of the central dislocation and torsion constant ---
r, R = sp.symbols("r R", positive=True)
torque_circle = sp.integrate(r * (1 / (2 * sp.pi * r)) * 2 * sp.pi * r, (r, 0, R))
J_circle = sp.integrate(r * r * 2 * sp.pi * r, (r, 0, R))
assert sp.simplify(torque_circle / J_circle * sp.pi * R**2 - 1) == 0

# --- Unit triangle and its conformal map from the unit disc ---
h1 = np.sqrt(3) / 2
A1 = np.sqrt(3) / 4
J1 = h1**2 * A1 / 15
phi1 = 2 * h1**2 / 27
C1 = 2 * h1 / beta(1 / 3, 1 / 3)


def disc_to_triangle(z):
    return C1 * z * hyp2f1(1 / 3, 2 / 3, 4 / 3, z**3)


def conformal_radius(z):
    return C1 * abs(1 - z**3) ** (-2 / 3) * (1 - abs(z) ** 2)


# Torque (divided by mu*b) of the dislocation field at the centroid, by series
n = np.arange(1, 300001)
coef = np.concatenate(([1.0], np.cumprod((n - 1 / 3) / n)))
orders = np.arange(coef.size)
torque_series = 2 * C1**2 * np.sum(coef**2 / (6 * orders + 2.0) ** 2)
assert abs(torque_series / phi1 - 1) < 1e-7

# Torque of an off-centre dislocation, by quadrature of its stress function
nodes, weights = np.polynomial.legendre.leggauss(240)
p = (nodes + 1) / 2
wp = weights / 2
radius = 1 - p**2
w_radius = 2 * p * wp
z0 = 0.5 * np.exp(0.7j)
torque_off = 0.0
for corner in (0, 2 * np.pi / 3, 4 * np.pi / 3):
    for sign in (1, -1):
        angle = corner + sign * np.pi / 3 * p**2
        w_angle = np.pi / 3 * 2 * p * wp
        z = radius[:, None] * np.exp(1j * angle[None, :])
        stress_fn = -np.log(abs((z - z0) / (1 - np.conj(z0) * z))) / (2 * np.pi)
        jac = C1**2 * abs(1 - z**3) ** (-4 / 3) * radius[:, None]
        torque_off += 2 * np.sum(stress_fn * jac * np.outer(w_radius, w_angle))
pos = disc_to_triangle(z0)
phi_off = torsion_function(pos.real, pos.imag, h1)
assert abs(torque_off / phi_off - 1) < 2e-3  # logarithmic point limits accuracy


# --- Poisson problem on a triangular lattice, corners optionally cut off ---
def lattice(N, cut=0):
    i, j = np.meshgrid(np.arange(N + 1), np.arange(N + 1), indexing="ij")
    k = N - i - j
    top = N - cut
    inside = (i > 0) & (j > 0) & (k > 0) & (i < top) & (j < top) & (k < top)
    index = -np.ones((N + 1, N + 1), dtype=int)
    count = int(inside.sum())
    index[inside] = np.arange(count)
    ii, jj = i[inside], j[inside]
    rows, cols = [np.arange(count)], [np.arange(count)]
    vals = [6 * np.ones(count)]
    for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
        neighbour = index[ii + di, jj + dj]
        ok = neighbour >= 0
        rows.append(np.arange(count)[ok])
        cols.append(neighbour[ok])
        vals.append(-np.ones(int(ok.sum())))
    entries = (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols)))
    return splu(coo_matrix(entries, shape=(count, count)).tocsc()), index, count


def lattice_twist(N, cut=0):
    """Return twist*A/b and twist*a^2/b for side a = 1."""
    solver, index, count = lattice(N, cut)
    step = 1 / N
    phi = solver.solve(np.full(count, 3 * step**2))
    J = 2 * phi.sum() * np.sqrt(3) / 2 * step**2
    area = A1 * (1 - 3 * (cut / N) ** 2)
    twist = phi[index[N // 3, N // 3]] / J
    return twist * area, twist


factor_coarse, _ = lattice_twist(120)
factor_fine, twist_sharp = lattice_twist(240)
assert abs(factor_fine - 10 / 9) < 2e-4
assert abs(factor_fine - 10 / 9) < abs(factor_coarse - 10 / 9) / 3
cut_coarse, _ = lattice_twist(120, 12)
cut_fine, twist_cut = lattice_twist(240, 24)
assert abs(cut_fine - cut_coarse) < 2e-3
hexagon, _ = lattice_twist(240, 80)
assert 1 < hexagon < cut_fine < 10 / 9

# --- Position dependence of the dislocation energy, from lattice Green functions ---
N = 120
solver, index, count = lattice(N)


def self_green(i, j):
    source = np.zeros(count)
    source[index[i, j]] = np.sqrt(3)
    return solver.solve(source)[index[i, j]]


green_drop = self_green(40, 40) - self_green(20, 50)
z_off = brentq(lambda z: disc_to_triangle(z) + h1 / 6, -0.95, -0.01)
map_drop = np.log(C1 / conformal_radius(z_off)) / (2 * np.pi)
assert abs(green_drop / map_drop - 1) < 0.01


# --- Energy per length of the freely twisting wire, in units of mu*b^2 ---
def energy(z):
    q = complex(disc_to_triangle(z))
    phi = torsion_function(q.real, q.imag, h1)
    return np.log(conformal_radius(z)) / (4 * np.pi) - phi**2 / (2 * J1)


curvature = phi1 / (2 * J1) - 1 / (4 * np.pi * C1**2)
for direction in (1.0 + 0j, 1j):
    zs = 0.03 * direction
    r2 = abs(disc_to_triangle(zs)) ** 2 + abs(disc_to_triangle(-zs)) ** 2
    measured = (energy(zs) + energy(-zs) - 2 * energy(0j)) / r2
    assert abs(measured / curvature - 1) < 0.01
stability = 2 * np.pi * C1**2 * phi1 / J1
assert stability > 1 and curvature > 0
peak = minimize_scalar(lambda z: -energy(complex(z)), bounds=(-0.99, -0.05),
                       method="bounded", options={"xatol": 1e-9})
assert -0.95 < peak.x < -0.1 and -peak.fun > energy(0j)
assert energy(-0.99 + 0j) < energy(0j)

# --- Worked example, lengths in nm ---
a, b = 60.0, 0.52
offset, skin = 5.0, 0.5
shear_modulus, temperature, length = 100e9, 300.0, 1000.0
h = a * h1
A = a**2 * A1
J = a**4 * J1
phi0 = a**2 * phi1
twist = b * phi0 / J
twist_circle = b / A
to_deg_um = np.degrees(1) * 1000
assert abs(twist / twist_circle - 10 / 9) < 1e-12
offset_change = torsion_function(-offset, 0.0, h) / phi0 - 1
cut_change = twist_cut / twist_sharp - 1
skin_change = (1 - skin / (h / 3)) ** -2 - 1
core_fraction = b**2 / (2 * phi0)
thermal = np.sqrt(const.k * temperature * length * 1e-9
                  / (shear_modulus * J * 1e-36))

print(f"side a = {a:.1f} nm")
print(f"Burgers vector b = {b:.2f} nm")
print(f"height h = {h:.2f} nm")
print(f"area A = {A:.1f} nm^2")
print(f"equal-area circle radius = {np.sqrt(A / np.pi):.2f} nm")
print(f"torsion function at centroid = {phi0:.2f} nm^2")
print(f"torsion constant J = {J:.4e} nm^4")
print(f"twist, triangle = {twist * to_deg_um:.2f} deg/um")
print(f"twist, triangle = {twist * 1000:.4f} rad/um")
print(f"twist, equal-area circle = {twist_circle * to_deg_um:.2f} deg/um")
print(f"ratio triangle/circle = {twist / twist_circle:.6f}")
print(f"pitch of triangular wire = {2 * np.pi / twist / 1000:.2f} um")
print(f"pitch of circular wire = {2 * np.pi / twist_circle / 1000:.2f} um")
print(f"series torque / (mu b phi0) = {torque_series / phi1:.8f}")
print(f"off-centre torque / (mu b phi) = {torque_off / phi_off:.5f}")
print(f"lattice twist*A/b, 120 divisions = {factor_coarse:.6f}")
print(f"lattice twist*A/b, 240 divisions = {factor_fine:.6f}")
print(f"lattice/map energy-drop ratio = {green_drop / map_drop:.5f}")
print(f"conformal radius at centroid = {C1 * a:.2f} nm")
print(f"stability number (stable if > 1) = {stability:.4f}")
print(f"energy peak, offset toward side = {-disc_to_triangle(peak.x) * a:.2f} nm")
print(f"distance centroid to side = {h / 3:.2f} nm")
print(f"assumed dislocation offset toward side = {offset:.1f} nm")
print(f"twist change from offset = {100 * offset_change:.2f} %")
print(f"assumed corner cut = {a * 24 / 240:.1f} nm")
print(f"twist change from cut corners = {100 * cut_change:.3f} %")
print(f"twist*A/b with cut corners = {cut_fine:.5f}")
print(f"mesh shift of that factor, 120 to 240 = {cut_fine - cut_coarse:.1e}")
print(f"twist*A/b, regular hexagon = {hexagon:.4f}")
print(f"assumed soft skin = {skin:.1f} nm")
print(f"twist change from soft skin = {100 * skin_change:.2f} %")
print(f"torque share of core (radius b) = {100 * core_fraction:.3f} %")
print(f"largest torsional shear strain = {100 * twist * h / 2:.2f} %")
print(f"(twist * corner distance)^2 = {(twist * 2 * h / 3) ** 2:.2e}")
print(f"rough shear modulus = {shear_modulus / 1e9:.0f} GPa")
print(f"temperature = {temperature:.0f} K")
print(f"wire length for thermal estimate = {length / 1000:.1f} um")
print(f"thermal rms rotation over it = {np.degrees(thermal):.4f} deg")
print(f"Eshelby rotation over it = {np.degrees(twist * length):.2f} deg")
print("done: every assertion held")
```

Running it gives:

```
side a = 60.0 nm
Burgers vector b = 0.52 nm
height h = 51.96 nm
area A = 1558.8 nm^2
equal-area circle radius = 22.28 nm
torsion function at centroid = 200.00 nm^2
torsion constant J = 2.8059e+05 nm^4
twist, triangle = 21.24 deg/um
twist, triangle = 0.3706 rad/um
twist, equal-area circle = 19.11 deg/um
ratio triangle/circle = 1.111111
pitch of triangular wire = 16.95 um
pitch of circular wire = 18.84 um
series torque / (mu b phi0) = 1.00000000
off-centre torque / (mu b phi) = 1.00000
lattice twist*A/b, 120 divisions = 1.111497
lattice twist*A/b, 240 divisions = 1.111208
lattice/map energy-drop ratio = 1.00000
conformal radius at centroid = 19.61 nm
stability number (stable if > 1) = 1.7219
energy peak, offset toward side = 8.21 nm
distance centroid to side = 17.32 nm
assumed dislocation offset toward side = 5.0 nm
twist change from offset = -6.85 %
assumed corner cut = 6.0 nm
twist change from cut corners = 0.539 %
twist*A/b with cut corners = 1.08368
mesh shift of that factor, 120 to 240 = -2.7e-04
twist*A/b, regular hexagon = 1.0158
assumed soft skin = 0.5 nm
twist change from soft skin = 6.03 %
torque share of core (radius b) = 0.068 %
largest torsional shear strain = 0.96 %
(twist * corner distance)^2 = 1.65e-04
rough shear modulus = 100 GPa
temperature = 300 K
wire length for thermal estimate = 1.0 um
thermal rms rotation over it = 0.0220 deg
Eshelby rotation over it = 21.24 deg
done: every assertion held
```
